# Fourth-power thermal gap shift from acoustic phonons in nonpolar semiconductors, part 1

(Sections cited here and not found follow in the second part.)

## First half: the energy of one phonon at a band edge

When a semiconductor crystal is cooled to a few kelvin, its optical phonons freeze out exponentially, but acoustic phonons of arbitrarily low energy remain. The last temperature dependence of the gap must come from them. Its power law depends on how strongly a very long sound wave acts on an electron. A wave much longer than any length of interest displaces the crystal almost rigidly, and a rigid displacement changes no energy. This suggests a coupling that vanishes with the phonon frequency. The suggestion leads to a fourth-power law, but it needs one more ingredient: the recoil of a free carrier must be treated with the phonon energy kept.

### Setting and theorem

The crystal has volume $\Omega$, density $\rho$ and $N$ cells of mass $M$ at positions $\mathbf R_l$, so $NM=\rho\Omega$. The assumptions are these.

1. Each cell carries a screened, short-ranged potential $v$ that moves rigidly with it. The crystal is not piezoelectric.
2. The phonons are harmonic, with $\omega=sq$ at small wavevector $q$ and real polarization $\mathbf e$. The crystal is elastically isotropic, so each long wave is purely longitudinal or purely transverse and its speed does not depend on direction. The volume is held fixed; thermal expansion is added later.
3. Each band edge is non-degenerate and parabolic. Measured from the edge, the band energy is $+\varepsilon_q$ for the conduction band and $-\varepsilon_q$ for the valence band, with $\varepsilon_q=\hbar^2q^2/2m$ and $m>0$.
4. To first order in strain an edge responds to dilation alone: $D=dE_{\rm edge}/d(\nabla\!\cdot\!\mathbf u)$. Longitudinal waves then carry the first-order coupling, and $s$ without a label is their speed.
5. Energies are taken to second order in the displacement. The gap is the difference between the real energies of a free electron and a free hole at their edges, far apart.

**Theorem.** As $T\to0$, the thermal gap shift at fixed volume is $A T^4$ to leading order, with

$$
A=\frac{\pi^2k_B^4}{60\rho\hbar^3}\left[\frac{D_c^2}{m_cs^7}+\frac{D_v^2}{m_vs^7}+\sum_\nu\frac{F_\nu}{s_\nu^5}\right].
$$

Here $c$ and $v$ label the two edges, $\nu$ runs over the three acoustic branches, and $F_\nu$ is the gap's second-order strain coupling, defined in Lemma 3 and taken as independent of direction. The energy change per phonon in a mode is linear in $\omega$ as $\omega\to0$. For the free-carrier terms this regime requires $k_BT\ll2ms^2$.

### Lemma 1: energy per phonon

Write the displacement of cell $l$ as

$$
\mathbf u_l=\sum_{\mathbf q}A_q\mathbf e\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf R_l}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R_l}\right),\qquad A_q^2=\frac{\hbar}{2\rho\Omega\omega}.
$$

Let $V=\sum_lv(\mathbf r-\mathbf R_l)$, let $\partial=\mathbf e\cdot\nabla$, and define

$$
W_{\mathbf q}=-\sum_le^{i\mathbf q\cdot\mathbf R_l}\,\partial v(\mathbf r-\mathbf R_l).
$$

Expanding $v(\mathbf r-\mathbf R_l-\mathbf u_l)$ gives a first-order perturbation $\sum_{\mathbf q}A_q(a_{\mathbf q}W_{\mathbf q}+a^\dagger_{\mathbf q}W^\dagger_{\mathbf q})$ and a second-order one, $\frac12\sum_l(\mathbf u_l\cdot\nabla)^2v$.

**Claim.** If $|0\rangle$ is the edge state, of energy $E_0$, the energy change per phonon is

$$
\frac{\partial E}{\partial n_{\mathbf q}}=A_q^2\left[\langle0|\partial^2V|0\rangle+\sum_j\frac{|\langle j|W_{\mathbf q}|0\rangle|^2}{E_0-E_j+\hbar\omega}+\sum_j\frac{|\langle j|W^\dagger_{\mathbf q}|0\rangle|^2}{E_0-E_j-\hbar\omega}\right].\tag{1}
$$

**Proof.** The first-order perturbation changes the phonon number, so its expectation value is zero. In second-order perturbation theory it gives absorption, with squared amplitude proportional to $n$ and denominator $E_0+\hbar\omega-E_j$, and emission, with weight $n+1$ and denominator $E_0-\hbar\omega-E_j$. The second-order perturbation enters through its expectation value. Since $\langle(a e^{i\theta}+a^\dagger e^{-i\theta})^2\rangle=2n+1$, it gives $\frac12A_q^2(2n+1)\langle0|\partial^2V|0\rangle$. The coefficients of $n$ add up to (1). The remainder is the zero-point shift, which belongs to $E_g(0)$. ∎

**Filled states.** Some intermediate states $j$ may be occupied by other electrons. The quasiparticle energy is the crystal's energy with the electron in $|0\rangle$ minus that without it. Without it, the electron in $j$ can make virtual transitions into $|0\rangle$; with it, these are blocked. For squared coupling $|g|^2$, the difference is

$$
-|g|^2\left[\frac{n+1}{E_j-E_0-\hbar\omega}+\frac{n}{E_j-E_0+\hbar\omega}\right]
=|g|^2\left[\frac{n+1}{E_0-E_j+\hbar\omega}+\frac{n}{E_0-E_j-\hbar\omega}\right].
$$

The coefficient of $n$ is the same as for an empty state. Equation (1) therefore serves for both edges, though the zero-point part differs.

### Lemma 2: a rigid shift costs nothing

**Claim.** The static bracket in (1) vanishes at $q=0$:

$$
\langle0|\partial V|0\rangle=0,\qquad
\langle0|\partial^2V|0\rangle+2\sum_{j\ne0}\frac{|\langle j|\partial V|0\rangle|^2}{E_0-E_j}=0.\tag{2}
$$

**Proof.** Let $H$ be the electron Hamiltonian of the undisplaced crystal and $p=\mathbf e\cdot\mathbf p$. Since $p$ commutes with the kinetic energy, $[p,H]=-i\hbar\,\partial V$. Hence

$$
\langle j|\partial V|0\rangle=\frac i\hbar\langle j|pH-Hp|0\rangle=\frac i\hbar(E_0-E_j)\langle j|p|0\rangle .
$$

Setting $j=0$ proves the first statement. For the second, use $\partial^2V=(i/\hbar)[p,\partial V]$ and insert a complete set of states:

$$
\begin{aligned}
\langle0|\partial^2V|0\rangle
&=\left(\frac i\hbar\right)^2\sum_j|\langle j|p|0\rangle|^2\left[(E_0-E_j)-(E_j-E_0)\right]\\
&=-\frac2{\hbar^2}\sum_j(E_0-E_j)|\langle j|p|0\rangle|^2 .
\end{aligned}
$$

The sum over states in (2) is the same expression with the opposite sign, because each squared element of $\partial V$ contains $(E_0-E_j)^2/\hbar^2$. ∎

This is translational invariance at second order. The average curvature of the potential and the virtual transitions are separately finite, and they cancel.

### Lemma 3: small but finite wavevector

**Claim (a).** For a longitudinal wave, with a suitable phase of the Bloch state $|\mathbf q\rangle$ in the edge band,

$$
\langle\mathbf q|W_{\mathbf q}|0\rangle=iqD+O(q^2).\tag{3}
$$

**Proof.** Let $x$ be the coordinate along $\mathbf q$ and $X_l$ that of cell $l$. First find the response to a uniform strain $\epsilon$. Stretching the coordinate with the lattice replaces $p_x^2$ by $p_x^2/(1+\epsilon)^2$ and $v(x-X_l)$ by $v((1+\epsilon)(x-X_l))$; the other coordinates are unchanged. The transformed Hamiltonian has the original period, so the derivative at fixed reduced wavevector is an expectation value. With $m_0$ the bare electron mass,

$$
\frac{dE_{\rm edge}}{d\epsilon}=\left\langle0\left|-\frac{p_x^2}{m_0}+\sum_l(x-X_l)\partial_xv\right|0\right\rangle=D.\tag{4}
$$

Next write $e^{iqX_l}=e^{iqx}e^{-iq(x-X_l)}$ and expand the second factor, which is allowed because $v$ is short-ranged:

$$
W_{\mathbf q}=-e^{iqx}\partial_xV+iq\,e^{iqx}\sum_l(x-X_l)\partial_xv+O(q^2).
$$

To first order in $q$, the last sum contributes $iq\langle0|\sum_l(x-X_l)\partial_xv|0\rangle$. For the first term use $\partial_xV=(i/\hbar)[p_x,H]$ and

$$
e^{iqx}H=\left(H-\frac{\hbar q}{m_0}p_x+\frac{\hbar^2q^2}{2m_0}\right)e^{iqx}.
$$

This gives

$$
\langle\mathbf q|e^{iqx}[p_x,H]|0\rangle
=(E_0-E_{\mathbf q})\langle\mathbf q|e^{iqx}p_x|0\rangle+\frac{\hbar q}{m_0}\langle0|p_x^2|0\rangle+O(q^2).
$$

At an edge $E_0-E_{\mathbf q}=O(q^2)$. After multiplication by $-i/\hbar$, what remains is $-iq\langle0|p_x^2|0\rangle/m_0$. Adding the two contributions and comparing with (4) gives (3). ∎

**Claim (b).** The bracket in (1) without the edge-band intermediate states is $O(q^2)$, apart from parts that cancel between the modes $\mathbf q$ and $-\mathbf q$.

**Proof.** Call the static sum over other bands $f(\mathbf q)$ for absorption. Emission involves $-\mathbf q$ and gives $f(-\mathbf q)$. Because the edge band is isolated and $v$ is short-ranged, $f$ is smooth, and its linear terms cancel in $f(\mathbf q)+f(-\mathbf q)$. The constant cancels against $\langle0|\partial^2V|0\rangle$ by (2). Keeping $\hbar\omega$ in the denominators adds, at first order, $\hbar\omega$ times a difference between $\mathbf q$ and $-\mathbf q$. That difference is $O(q)$, so the addition is $O(q\omega)=O(q^2)$. Second-order terms in $\hbar\omega$ are also $O(q^2)$. ∎

Denote this remainder by $Fq^2$. Its contribution to the energy per phonon is

$$
A_q^2Fq^2=\frac{\hbar qF}{2\rho\Omega s},\tag{5}
$$

which is linear in frequency. The difference of the conduction and valence values of $F$ is the $F_\nu$ of the theorem.

### Why the static argument fails for a free carrier

The edge band itself remains. If $\hbar\omega$ is dropped, (3) gives, for a conduction edge,

$$
2\,\frac{q^2D^2}{-\varepsilon_q}=-\frac{4mD^2}{\hbar^2}.\tag{6}
$$

The coupling vanishes as $q$, but the recoil energy in the denominator vanishes as $q^2$. The bracket tends to a constant, and the factor $A_q^2$ turns it into an energy per phonon proportional to $1/\omega$. Translational invariance alone therefore does not give the linear law.

A one-dimensional crystal shows each of these behaviours. In units $\hbar=m_0=a=1$, with $a$ the lattice constant, take ions whose potential has the Fourier transform $-5\exp[-(0.15K)^2/2]$, and use the two edges at the zone boundary. At $q=0.01$ the valence edge gives $D=-5.6490$ from (3), against $-5.6493$ from straining the lattice; the conduction edge gives $-5.2742$ against $-5.2745$. The static sum (2) vanishes to about $2\times10^{-11}$. Between $q=0.01$ and $0.02$ the remainder grows with power $2.000$, while the static edge-band term has power zero to three decimals. The coefficient $F$ of the remainder is not the second derivative of the edge energy under uniform strain. Here the static $F$ is $47.3$ for the valence edge and $-27.4$ for the conduction edge, while those derivatives are $24.0$ and $15.2$. "Strain coupling" is only a name for the remainder.

### Lemma 4: recoil with the phonon energy kept

**Claim.** With $q_0=2ms/\hbar$ and $x=q/q_0$, the edge-band part of (1) is

$$
\left(\frac{\partial E}{\partial n_{\mathbf q}}\right)_{\rm edge\ band}=\pm\frac{D^2}{\rho\Omega s^2}\,\frac{x}{1-x^2},\tag{7}
$$

with plus for the conduction edge and minus for the valence edge.

**Proof.** For the conduction edge $E_0-E_{\mathbf q}=-\varepsilon_q$, and both squared elements are $q^2D^2$ to leading order. Therefore

$$
A_q^2q^2D^2\left[\frac1{\hbar\omega-\varepsilon_q}-\frac1{\hbar\omega+\varepsilon_q}\right]
=A_q^2q^2D^2\,\frac{2\varepsilon_q}{(\hbar\omega)^2-\varepsilon_q^2}.
$$

Since $\varepsilon_q/\hbar\omega=\hbar q/2ms=x$, the fraction equals $(2/\hbar\omega)\,x/(1-x^2)$. The prefactor becomes $A_q^2q^2D^2\cdot2/\hbar\omega=D^2q^2/\rho\Omega\omega^2=D^2/\rho\Omega s^2$. For the valence edge $\varepsilon_q$ changes sign, and so does the result.

Cubic corrections to the squared elements are odd in $\mathbf q$ and cancel between the modes $\mathbf q$ and $-\mathbf q$, which have equal frequency and occupation. Quartic ones change (7) by a relative amount of order $q^2$. ∎

For $x\ll1$ the phonon energy exceeds the recoil energy. Absorption and emission then nearly cancel, and the residue is linear in $q$. For $x\gg1$ the static result returns. At the conduction edge the energy per phonon is thus positive for long waves and negative for short ones.

## Second half: from one mode to the gap

**Symbols and results carried over.** $\Omega$ and $\rho$ are the crystal's volume and density, $s$ is the longitudinal sound speed and $n$ the phonon occupation. An edge has band mass $m$ and deformation potential $D$; the subscripts $c$ and $v$ mark conduction and valence edges. With $q_0=2ms/\hbar$ and $x=q/q_0$, recoil within the edge band gives the energy per phonon (7), $\pm(D^2/\rho\Omega s^2)\,x/(1-x^2)$, with plus for the conduction edge. All other second-order terms give (5), $\hbar qF/2\rho\Omega s$. Define also $k_BT_0=2ms^2=\hbar sq_0$ and $t=T/T_0$.

### Proof of the theorem

Replace the sum over longitudinal modes by $(\Omega/2\pi^2)\int q^2dq$. The conduction edge moves through recoil by

$$
\Delta E=S\,J(t),\qquad S=\frac{D^2q_0^3}{2\pi^2\rho s^2},\qquad
J(t)=\mathcal P\!\int_0^\infty\frac{x^3}{1-x^2}\,\frac{dx}{e^{x/t}-1}.\tag{8}
$$

The principal value $\mathcal P$ is the real part of the second-order energy at the resonance $x=1$. The upper limit is extended to infinity because the occupation cuts off the integral before the zone boundary at the temperatures considered.

For small $t$, split the integral at $x=1/2$. Above it, the occupation is smaller than a constant times $e^{-1/2t}$. Its derivatives, which control the principal value, add only powers of $1/t$, so this part is exponentially small. Below it, $1/(1-x^2)=1+x^2+O(x^4)$. Put $x=ty$ and expand $1/(e^y-1)=\sum_{r\ge1}e^{-ry}$:

$$
\int_0^\infty\frac{y^3dy}{e^y-1}=6\sum_r\frac1{r^4}=\frac{\pi^4}{15},\qquad
\int_0^\infty\frac{y^5dy}{e^y-1}=120\sum_r\frac1{r^6}=\frac{8\pi^6}{63}.
$$

Therefore

$$
J(t)=\frac{\pi^4t^4}{15}\left[1+\frac{40\pi^2}{21}t^2+O(t^4)\right].\tag{9}
$$

The leading term gives

$$
\Delta E=\frac{D^2q_0^3}{2\pi^2\rho s^2}\,\frac{\pi^4}{15}\left(\frac{k_BT}{\hbar sq_0}\right)^4
=\frac{\pi^2D^2(k_BT)^4}{30\rho\hbar^4s^6q_0}
=\frac{\pi^2D^2(k_BT)^4}{60\rho\hbar^3ms^7}.\tag{10}
$$

The valence edge moves down by the same expression with its own $D$ and $m$. The gap is the difference of the edges, so the two recoil terms add with positive sign.

The remaining coupling (5) gives, for a longitudinal branch,

$$
\frac{\hbar F}{2\rho s}\int_0^\infty\frac{q^2dq}{2\pi^2}\,qn
=\frac{\hbar F}{4\pi^2\rho s}\left(\frac{k_BT}{\hbar s}\right)^4\frac{\pi^4}{15}
=\frac{\pi^2F(k_BT)^4}{60\rho\hbar^3s^5}.\tag{11}
$$

Each transverse branch gives the same form with its own $F_\nu$ and $s_\nu$. The sum is the theorem. ∎

The power is a matter of counting. The density of modes supplies $\omega^2d\omega$, the energy per phonon supplies one more $\omega$, and the Bose factor sets $\hbar\omega\sim k_BT$.

**Ellipsoidal valleys.** In the low-temperature limit (7) is proportional to $\varepsilon_q$, hence to the inverse mass along $\mathbf q$. Averaging over directions replaces $1/m$ in (10) by one third of the sum of the three inverse principal masses. This replacement applies to the $T^4$ coefficient; at higher temperature a single mass is a model.

This part has shown that, at fixed volume, long acoustic waves shift the gap between a free electron and a free hole as $T^4$ when $T\to0$, with free-carrier recoil widening it. It remains to find where this law ends, how it changes for bound carriers, excitons and piezoelectric crystals, what thermal expansion adds, and how large the terms are in a silicon-like example.

Numbers in the example were calculated in double precision.
